# The CISD gradient on Hartree–Fock orbitals and its Z-vector equation: a numerical check

```python
"""
Analytic CISD gradient on RHF orbitals, tested for BH in the cc-pVDZ basis.

Result under test (x = bond length, hydrogen moves along z):
  dE/dx = sum(gamma*hx) + 1/2 sum(Gamma*gx) - sum(W*Sx) + z.B + dVnn/dx
hx, gx, Sx : AO derivative integrals in the MO basis (MO coefficients fixed)
gamma, Gamma : spin-summed one- and two-particle CISD density matrices
F : orbital Lagrangian, F_rp = sum h_rq gamma_pq + sum (rq|st) Gamma_pqst
W = (F + F^T)/2 ;  L = 2 (F - F^T), virtual-occupied block
A : RHF orbital Hessian ; B : derivative of the virtual-occupied Fock block
    in symmetrically orthonormalized fixed orbitals ; A z = -L
No derivative of the CI coefficients appears. Atomic units throughout.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto, scf, ci

R0 = 2.60          # bond length of the worked example, bohr
STEP = 0.01        # finite-difference step, bohr


def make_molecule(R):
    return gto.M(atom=[["B", (0.0, 0.0, 0.0)], ["H", (0.0, 0.0, R)]],
                 unit="Bohr", basis="cc-pvdz", verbose=0)


def core_hamiltonian(mol):
    return mol.intor("int1e_kin") + mol.intor("int1e_nuc")


@lru_cache(None)
def run_cisd(R, field=0.0):
    """Converged RHF and CISD; the field adds field*z for each electron."""
    mol = make_molecule(R)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
    if field != 0.0:
        h_field = core_hamiltonian(mol) + field * mol.intor("int1e_r")[2]
        mf.get_hcore = lambda *args: h_field
    mf.kernel()
    assert mf.converged
    solver = ci.CISD(mf)
    solver.conv_tol, solver.max_cycle = 1e-13, 200
    solver.kernel()
    assert np.all(solver.converged)
    return mol, mf, solver


def cisd_energy(R, field=0.0):
    return float(run_cisd(R, field)[2].e_tot)


def transform(g, C):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, C, C, C, C, optimize=True)


def density_energy(R, C, gamma, Gamma):
    """Energy at bond length R for given orbitals and fixed densities."""
    mol = make_molecule(R)
    h = C.T @ core_hamiltonian(mol) @ C
    g = transform(mol.intor("int2e"), C)
    return np.sum(gamma * h) + 0.5 * np.sum(Gamma * g) + mol.energy_nuc()


def five_point(f, step):
    return (8 * (f(step) - f(-step)) - (f(2 * step) - f(-2 * step))) / (12 * step)


def orbital_lagrangian(h, g, gamma, Gamma):
    return h @ gamma.T + np.einsum("rqst,pqst->rp", g, Gamma, optimize=True)


def ao_derivatives(mol, mf, atom):
    """Derivatives of AO integrals when one nucleus moves along z."""
    p0, p1 = mol.aoslice_by_atom()[atom, 2:4]
    n = mol.nao
    dS = np.zeros((n, n))
    dS[p0:p1] = -mol.intor("int1e_ipovlp")[2][p0:p1]
    dS = dS + dS.T
    dh = mf.nuc_grad_method().hcore_generator(mol)(atom)[2]
    dg = np.zeros((n, n, n, n))
    dg[p0:p1] = -mol.intor("int2e_ip1")[2][p0:p1]
    dg = dg + dg.transpose(1, 0, 2, 3)
    dg = dg + dg.transpose(2, 3, 0, 1)
    return dS, dh, dg


@lru_cache(None)
def analytic_gradient(R):
    mol, mf, solver = run_cisd(R)
    C, eps, no = mf.mo_coeff, mf.mo_energy, mol.nelectron // 2
    gamma, Gamma = solver.make_rdm1(), solver.make_rdm2()
    h = C.T @ core_hamiltonian(mol) @ C
    g = transform(mol.intor("int2e"), C)
    dS, dh, dg = ao_derivatives(mol, mf, atom=1)
    Sx, hx, gx = C.T @ dS @ C, C.T @ dh @ C, transform(dg, C)

    F = orbital_lagrangian(h, g, gamma, Gamma)
    W, L_full = 0.5 * (F + F.T), 2.0 * (F - F.T)
    L = L_full[no:, :no]

    K = 4 * g - np.einsum("prqs->pqrs", g) - np.einsum("psqr->pqrs", g)
    nv = len(eps) - no
    gaps = (eps[no:, None] - eps[None, :no]).ravel()
    A = K[no:, :no, no:, :no].reshape(nv * no, nv * no) + np.diag(gaps)
    fock_x = (hx + 2 * np.einsum("pqjj->pq", gx[:, :, :no, :no])
              - np.einsum("pjqj->pq", gx[:, :no, :, :no]))
    B = (fock_x[no:, :no]
         - 0.5 * (eps[no:, None] + eps[None, :no]) * Sx[no:, :no]
         - 0.5 * np.einsum("rj,airj->ai", Sx[:, :no], K[no:, :no, :, :no]))
    z = np.linalg.solve(A, -L.ravel()).reshape(nv, no)

    charges = mol.atom_charges()
    out = dict(one=np.sum(gamma * hx), two=0.5 * np.sum(Gamma * gx),
               overlap=-np.sum(W * Sx), nuclear=-charges[0] * charges[1] / R**2)
    out["fixed"] = sum(out.values())
    out["response"] = np.sum(z * B)
    out["total"] = out["fixed"] + out["response"]
    out.update(gamma=gamma, Gamma=Gamma, h=h, g=g, Sx=Sx, L_full=L_full, L=L,
               A=A, B=B, z=z, no=no)
    return out


mol0, mf0, solver0 = run_cisd(R0)
C0, S0 = mf0.mo_coeff, mol0.intor("int1e_ovlp")
G = analytic_gradient(R0)
no, gamma, Gamma = G["no"], G["gamma"], G["Gamma"]
E0 = cisd_energy(R0)
assert abs(density_energy(R0, C0, gamma, Gamma) - E0) < 1e-9

# Total derivative from separately converged CISD energies.
fd_total = five_point(lambda t: cisd_energy(R0 + t), STEP)
assert abs(fd_total - G["total"]) < 1e-6
assert abs(G["response"]) > 2e-5      # the test can see a missing response term


def aligned_orbitals(R):
    """RHF orbitals at R, rotated within each subspace to follow C0."""
    C = run_cisd(R)[1].mo_coeff
    result = np.empty_like(C)
    for block in (slice(0, no), slice(no, None)):
        u, _, vt = np.linalg.svd(C[:, block].T @ S0 @ C0[:, block])
        result[:, block] = C[:, block] @ u @ vt
    return result


# Frozen CI coefficients, relaxed RHF orbitals: same first derivative,
# and an energy excess that grows quadratically with the displacement.
def frozen_ci_energy(t):
    return density_energy(R0 + t, aligned_orbitals(R0 + t), gamma, Gamma)


fd_frozen_ci = five_point(frozen_ci_energy, STEP)
assert abs(fd_frozen_ci - G["total"]) < 1e-6


def mean_excess(t):
    return 0.5 * sum(frozen_ci_energy(s) - cisd_energy(R0 + s) for s in (t, -t))


excess1, excess2 = mean_excess(STEP), mean_excess(2 * STEP)
assert excess1 > 0 and abs(excess2 / excess1 - 4) < 0.05


# Frozen CI coefficients and frozen, symmetrically orthonormalized orbitals.
def frozen_all_energy(t):
    S = make_molecule(R0 + t).intor("int1e_ovlp")
    w, V = np.linalg.eigh(C0.T @ S @ C0)
    return density_energy(R0 + t, C0 @ (V / np.sqrt(w)) @ V.T, gamma, Gamma)


fd_frozen_all = five_point(frozen_all_energy, STEP)
assert abs(fd_frozen_all - G["fixed"]) < 1e-6

# Antisymmetric Lagrangian from explicit rotations of all orbitals.
rng = np.random.default_rng(1)
X = 0.1 * rng.standard_normal(C0.shape)
X = 0.5 * (X - X.T)
fd_rotation = five_point(
    lambda t: density_energy(R0, C0 @ expm(t * X), gamma, Gamma), STEP)
rotation_formula = 0.5 * np.sum(X * G["L_full"])
assert abs(fd_rotation - rotation_formula) < 1e-6

# Redundant blocks vanish for all-electron CISD, not with a frozen core.
max_oo = np.abs(G["L_full"][:no, :no]).max()
max_vv = np.abs(G["L_full"][no:, no:]).max()
max_vo = np.abs(G["L"]).max()
assert max(max_oo, max_vv) < 1e-5 and max_vo > 1e-3
frozen_core = ci.CISD(mf0, frozen=1)
frozen_core.conv_tol, frozen_core.max_cycle = 1e-13, 200
frozen_core.kernel()
F_fc = orbital_lagrangian(G["h"], G["g"], frozen_core.make_rdm1(),
                          frozen_core.make_rdm2())
max_core_valence = np.abs(2 * (F_fc - F_fc.T)[0, 1:no]).max()
assert max_core_valence > 1e-4

# Orbital response from differentiated RHF orbitals.
U_fd = C0.T @ S0 @ five_point(lambda t: aligned_orbitals(R0 + t), STEP)
kappa_fd = U_fd[no:, :no] + 0.5 * G["Sx"][no:, :no]
kappa = -np.linalg.solve(G["A"], G["B"].ravel()).reshape(kappa_fd.shape)
kappa_error = np.abs(kappa - kappa_fd).max()
assert kappa_error < 1e-5
response_fd = np.sum(G["L"] * kappa_fd)
assert abs(response_fd - G["response"]) < 1e-6
response_other = np.sum(G["L"] * U_fd[no:, :no])   # reference choice U_ai = 0
lowest_hessian = np.linalg.eigvalsh(G["A"])[0]
assert np.allclose(G["A"], G["A"].T, atol=1e-10) and lowest_hessian > 0

# The same z gives the response to an electric field.
z_mo = C0.T @ mol0.intor("int1e_r")[2] @ C0
gamma_relaxed = gamma.copy()
gamma_relaxed[no:, :no] += 0.5 * G["z"]
gamma_relaxed[:no, no:] += 0.5 * G["z"].T
nuclear_dipole = mol0.atom_charges() @ mol0.atom_coords()[:, 2]
dipole_unrelaxed = nuclear_dipole - np.sum(gamma * z_mo)
dipole_relaxed = nuclear_dipole - np.sum(gamma_relaxed * z_mo)
dipole_fd = nuclear_dipole - five_point(lambda f: cisd_energy(R0, f), 0.002)
assert abs(dipole_relaxed - dipole_fd) < 1e-5
assert abs(dipole_unrelaxed - dipole_fd) > 1e-4

# Bond length with and without the Z-vector term.
R_full = brentq(lambda R: analytic_gradient(R)["total"], 2.0, 2.8, xtol=1e-6)
R_fixed = brentq(lambda R: analytic_gradient(R)["fixed"], 2.0, 2.8, xtol=1e-6)
fd_at_minimum = five_point(lambda t: cisd_energy(R_full + t), STEP)
assert abs(fd_at_minimum) < 2e-6
assert cisd_energy(R_full + STEP) > cisd_energy(R_full)
assert cisd_energy(R_full - STEP) > cisd_energy(R_full)

bohr = constants.physical_constants["Bohr radius"][0] * 1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]
print("BH, RHF/CISD, cc-pVDZ, all electrons correlated")
print(f"bond length R0                        {R0:.2f} bohr")
print(f"finite-difference step                {STEP:.2f} bohr")
print(f"orbitals: occupied, virtual           {no}, {mol0.nao - no}")
print(f"RHF energy                            {mf0.e_tot:.8f} hartree")
print(f"CISD energy                           {E0:.8f} hartree")
print("Gradient contributions at R0 (hartree/bohr)")
print(f"  one-electron skeleton term          {G['one']:.7f}")
print(f"  two-electron skeleton term          {G['two']:.7f}")
print(f"  overlap term                        {G['overlap']:.7f}")
print(f"  nuclear repulsion term              {G['nuclear']:.7f}")
print(f"  sum without orbital response        {G['fixed']:.7f}")
print(f"  Z-vector term z.B                   {G['response']:.7f}")
print(f"  total analytic gradient             {G['total']:.7f}")
print(f"total gradient, converted             {G['total']*hartree/bohr:.5f} eV/angstrom")
print("Independent derivatives at R0 (hartree/bohr)")
print(f"  CISD energies                       {fd_total:.7f}")
print(f"  CI frozen, orbitals relaxed         {fd_frozen_ci:.7f}")
print(f"  CI and orbitals frozen              {fd_frozen_all:.7f}")
print(f"  L.kappa, differentiated orbitals    {response_fd:.7f}")
print(f"  response term for choice U_ai=0     {response_other:.7f}")
print(f"frozen-CI excess, one step            {excess1:.4e} hartree")
print(f"frozen-CI excess, two steps           {excess2:.4e} hartree")
print(f"ratio of the excesses                 {excess2/excess1:.4f}")
print("Largest antisymmetric Lagrangian elements 2(F-F^T) (hartree)")
print(f"  occupied-occupied                   {max_oo:.1e}")
print(f"  virtual-virtual                     {max_vv:.1e}")
print(f"  virtual-occupied                    {max_vo:.5f}")
print(f"  core-valence with frozen core       {max_core_valence:.5f}")
print(f"rotation derivative, numerical        {fd_rotation:.7f} hartree")
print(f"rotation derivative, from L           {rotation_formula:.7f} hartree")
print(f"largest |z|                           {np.abs(G['z']).max():.5f}")
print(f"largest |kappa|                       {np.abs(kappa).max():.5f} 1/bohr")
print(f"largest error of kappa                {kappa_error:.1e} 1/bohr")
print(f"lowest eigenvalue of A                {lowest_hessian:.5f} hartree")
print("Dipole along z, from B to H (atomic units)")
print(f"  unrelaxed density                   {dipole_unrelaxed:.6f}")
print(f"  relaxed density                     {dipole_relaxed:.6f}")
print(f"  finite-field CISD energies          {dipole_fd:.6f}")
print(f"optimized bond length                 {R_full:.5f} bohr")
print(f"optimized bond length, converted      {R_full*bohr:.5f} angstrom")
print(f"bond length without Z-vector term     {R_fixed:.5f} bohr")
print(f"error from omitting the term          {R_fixed-R_full:.5f} bohr")
print(f"numerical gradient at the minimum     {fd_at_minimum:.1e} hartree/bohr")
print("verified")
```

It prints:

```
BH, RHF/CISD, cc-pVDZ, all electrons correlated
bond length R0                        2.60 bohr
finite-difference step                0.01 bohr
orbitals: occupied, virtual           3, 16
RHF energy                            -25.11927715 hartree
CISD energy                           -25.20752117 hartree
Gradient contributions at R0 (hartree/bohr)
  one-electron skeleton term          1.7693099
  two-electron skeleton term          -0.8684088
  overlap term                        -0.1264080
  nuclear repulsion term              -0.7396450
  sum without orbital response        0.0348481
  Z-vector term z.B                   -0.0013391
  total analytic gradient             0.0335090
total gradient, converted             1.72310 eV/angstrom
Independent derivatives at R0 (hartree/bohr)
  CISD energies                       0.0335090
  CI frozen, orbitals relaxed         0.0335090
  CI and orbitals frozen              0.0348481
  L.kappa, differentiated orbitals    -0.0013391
  response term for choice U_ai=0     -0.0006548
frozen-CI excess, one step            4.6372e-06 hartree
frozen-CI excess, two steps           1.8548e-05 hartree
ratio of the excesses                 3.9999
Largest antisymmetric Lagrangian elements 2(F-F^T) (hartree)
  occupied-occupied                   4.2e-09
  virtual-virtual                     1.6e-09
  virtual-occupied                    0.00478
  core-valence with frozen core       0.01881
rotation derivative, numerical        -0.0007882 hartree
rotation derivative, from L           -0.0007882 hartree
largest |z|                           0.00896
largest |kappa|                       0.31811 1/bohr
largest error of kappa                1.7e-09 1/bohr
lowest eigenvalue of A                0.13471 hartree
Dipole along z, from B to H (atomic units)
  unrelaxed density                   0.361353
  relaxed density                     0.344147
  finite-field CISD energies          0.344147
optimized bond length                 2.36721 bohr
optimized bond length, converted      1.25268 angstrom
bond length without Z-vector term     2.36138 bohr
error from omitting the term          -0.00584 bohr
numerical gradient at the minimum     4.2e-08 hartree/bohr
verified
```
